# Eigenphase Sum and Avoided Crossings at an Isolated Multichannel Resonance, part 2

An electron of mass $m$ scatters in $N$ coupled open s-wave channels with thresholds $t_j$, and a discrete state $|\phi\rangle$ of energy $\varepsilon$ produces a resonance. With $\beta=\hbar^2/2m$, the reduced radial functions $u_j(r)$ vanish at $r=0$ and satisfy, at energy $E$,

$$-\beta u_j''+\sum_kU_{jk}u_k+g_jc=Eu_j,\qquad (E-\varepsilon)c=\sum_j\int_0^a g_ju_j\,dr .\tag{1}$$

Here $c$ is the amplitude of $|\phi\rangle$. For $r>a$ the real couplings $g_j$ vanish and the real symmetric potential matrix $U_{jk}$ equals $t_j\delta_{jk}$. With $k_j=\sqrt{(E-t_j)/\beta}$, the symmetric unitary scattering matrix $S$ is defined by

$$u_{jk}=k_j^{-1/2}\left(\delta_{jk}e^{-ik_jr}-S_{jk}e^{ik_jr}\right),\qquad r>a. \tag{2}$$

Its eigenvalues are $e^{2i\delta_i}$. The eigenphases $\delta_i$, defined modulo $\pi$, have the sum $\delta_{\rm sum}$. A superscript 0 marks the background, without the discrete state. The background waves $v_{jk}$ have the form (2) with $S^0$, and $\psi_{jk}^+=\mathcal N v_{jk}$ is normalized in energy. The discrete state couples to them by

$$w_k=\langle\phi|V|\psi_k^+\rangle=\mathcal N\sum_j\int_0^ag_jv_{jk}\,dr, \tag{5}$$

Its purely outgoing response $\chi$ obeys $(E-H_P)\chi=g$, where $H_P$ is the background Hamiltonian. The shift $\Delta$ and total width $\Gamma$ follow from $F=\sum_j\int_0^ag_j\chi_j\,dr=\Delta-i\Gamma/2$. With $\eta=E-\varepsilon-\Delta$,

$$\delta_{\rm sum}=\delta^0_{\rm sum}+\delta_r,\qquad \cot\delta_r=-\frac{2\eta}{\Gamma},\qquad \delta_r=\frac{\pi}{2}+\arctan\frac{2\eta(E)}{\Gamma(E)} . \tag{11}$$

For an isolated resonance this takes the Breit-Wigner form

$$\delta_r\simeq\frac{\pi}{2}+\arctan\frac{2(E-E_r)}{\Gamma_r},\qquad E_r=\varepsilon+\Delta(E_r),\qquad \Gamma_r=\frac{\Gamma(E_r)}{1-\Delta'(E_r)} . \tag{12}$$

With $y=2(E-E_r)/\Gamma_r$, its leading error is

$$\delta_r-\left(\frac{\pi}{2}+\arctan y\right)\simeq-\frac{\Gamma_rK}{2}\,\frac{y^2}{1+y^2}. \tag{14}$$

Here $K=\frac{\Gamma'}{\Gamma}+\frac{\Delta''}{2(1-\Delta')}$, with energy derivatives taken at $E_r$.

The example has two square-well channels of radius $0.5$ nm, thresholds $0$ and $1$ eV, inner potentials $-5$ and $-1$ eV, and potential coupling $0.2$ eV. The discrete state lies at $3$ eV, with constant couplings $0.3$ and $0.5\ \mathrm{eV\,nm^{-1/2}}$ inside the wells. This gives $E_r=3.046403$ eV, $\Gamma(E_r)=0.0054281$ eV and $\Gamma_r=0.0053221$ eV. Over the window $\pm20\,\Gamma_r$ the eigenphase sum rises by $3.0090$ rad.

## The individual eigenphases and their avoided crossings

The second question is how the rise is shared among the eigenphases. The results needed from the first half are these. The background matrix $S^0$ has real eigenchannels and eigenphases $\delta_j^0$. The discrete state of energy $\varepsilon$ has shift $\Delta$ and total width $\Gamma$, and enters through $D=\eta+i\Gamma/2$ with $\eta=E-\varepsilon-\Delta$. Its couplings $w$ to the energy-normalized background waves satisfy $w=S^0w^*$, and $S=S^0-2\pi i\,ww^T/D$. The eigenphase sum exceeds the background sum by $\delta_r$, where $\cot\delta_r=-2\eta/\Gamma$. For an isolated resonance $\eta\simeq(1-\Delta')(E-E_r)$ and $\Gamma_r=\Gamma/(1-\Delta')$. The model has potentials and couplings confined to $r<a$, with $\beta=\hbar^2/2m$.

Work in the basis of background eigenchannels and let $\hat w_j$ be the components of $w$ there. The relation $w=S^0w^*$ becomes $\hat w_j=e^{2i\delta_j^0}\hat w_j^*$, which says that $e^{-i\delta_j^0}\hat w_j$ is real. Hence

$$\hat w_j=\frac{e^{i\delta_j^0}\gamma_j}{\sqrt{2\pi}},\qquad \Gamma_j=\gamma_j^2=2\pi|\hat w_j|^2,\qquad \sum_j\Gamma_j=\Gamma, \tag{16}$$

with real amplitudes $\gamma_j$ of either sign. The $\Gamma_j$ are partial widths into background eigenchannels. They generally differ from the partial widths into the physical channels, because the eigenchannels are mixtures of these. The matrix to be diagonalized is

$$\hat S_{jl}=e^{2i\delta_j^0}\delta_{jl}-\frac{i}{D}\,e^{i\delta_j^0}\gamma_j\,e^{i\delta_l^0}\gamma_l .$$

Let $v$ be an eigenvector with eigenvalue $e^{2i\delta}$, and put $A=\sum_le^{i\delta_l^0}\gamma_lv_l$. The eigenvalue equation is

$$\left(e^{2i\delta_j^0}-e^{2i\delta}\right)v_j=\frac{i}{D}e^{i\delta_j^0}\gamma_jA. \tag{17}$$

Assume that at the energy considered all $\delta_j^0$ are different modulo $\pi$ and no $\gamma_j$ vanishes. Then $A$ cannot be zero. If it were, (17) would confine $v$ to a single background eigenchannel $j$, and $A=e^{i\delta_j^0}\gamma_jv_j$ would not vanish after all. With $A\neq0$ the right side of (17) is nonzero for every $j$, so $\delta$ also differs from every $\delta_j^0$. The bracket in (17) equals $2i\,e^{i(\delta_j^0+\delta)}\sin(\delta_j^0-\delta)$. Dividing by it gives

$$v_j=\frac{A\,e^{-i\delta}}{2D}\,\frac{\gamma_j}{\sin(\delta_j^0-\delta)} . \tag{18}$$

Insert this into the definition of $A$ and cancel $A$:

$$1=\frac{1}{2D}\sum_j\Gamma_j\frac{e^{i(\delta_j^0-\delta)}}{\sin(\delta_j^0-\delta)}=\frac{1}{2D}\sum_j\Gamma_j\left[\cot(\delta_j^0-\delta)+i\right].$$

The imaginary term contributes $i\Gamma/2$ after multiplication by $D$, and cancels the imaginary part of $D$. What remains is a real equation for the eigenphases:

$$E-\varepsilon-\Delta(E)=\frac12\sum_j\Gamma_j\cot(\delta_j^0-\delta). \tag{19}$$

For one channel this is $\eta=-(\Gamma/2)\cot(\delta-\delta^0)$, which agrees with the formula for $\delta_r$.

Call the right side of (19) $h(\delta)$. Its derivative is

$$\frac{dh}{d\delta}=\frac12\sum_j\frac{\Gamma_j}{\sin^2(\delta_j^0-\delta)}>0. \tag{20}$$

Just above $\delta_j^0$ the function $h$ starts from $-\infty$, and just below the next background phase it reaches $+\infty$. It therefore takes the value $\eta$ exactly once between each pair of neighbouring background phases. There are $N$ such intervals modulo $\pi$, the last one running from $\delta_N^0$ to $\delta_1^0+\pi$. The $N$ eigenphases lie one in each, separated by the background phases. At such an energy no two of them can coincide modulo $\pi$. This argument uses the parameters at a single energy, so it does not require them to be constant.

The motion with energy is simplest for a constant background and constant $\Gamma_j$. Equation (20) then gives

$$\frac{d\delta}{d\eta}=\frac{2}{\sum_j\Gamma_j/\sin^2(\delta_j^0-\delta)},\qquad 0<\frac{d\delta}{d\eta}\le\frac{2}{\Gamma}. \tag{21}$$

Each eigenphase rises from $\delta_j^0$ to $\delta_{j+1}^0$, and the highest rises from $\delta_N^0$ to $\delta_1^0+\pi$. The separate rises add up to

$$(\delta_2^0-\delta_1^0)+\dots+(\delta_N^0-\delta_{N-1}^0)+(\delta_1^0+\pi-\delta_N^0)=\pi .$$

The sum rises by $\pi$ although, for $N>1$, each member rises by less. With an energy-dependent background the eigenphases still do not cross under the stated conditions, but they need not rise everywhere.

Equation (18) shows what is exchanged. Up to a common factor the eigenvector is real,

$$v_j\propto\frac{\gamma_j}{\sin(\delta_j^0-\delta)} . \tag{22}$$

Far below the resonance $\delta$ lies just above $\delta_j^0$, and the eigenvector is almost entirely background eigenchannel $j$. Far above, $\delta$ lies just below $\delta_{j+1}^0$, and the eigenvector has become eigenchannel $j+1$. A curve followed by continuity changes its character. Labelling the curves by character instead would make the labels jump from one continuous curve to another.

The name avoided crossing is most apt when one eigenchannel carries most of the width. If that channel stood alone, its phase would climb through all the others, which would remain flat. Small couplings to the other channels turn each intersection into a narrow gap. For two channels the gap can be found in closed form.

Let $\delta_-$ and $\delta_+$ be the lower and upper eigenphase, $G=\delta_+-\delta_-$ and $\theta=\delta_2^0-\delta_1^0$ with $0<\theta<\pi$. Their sum is $\delta_1^0+\delta_2^0+\delta_r$, so the trace of $\hat S$ is

$$e^{2i\delta_+}+e^{2i\delta_-}=2\cos G\;e^{i(\delta_1^0+\delta_2^0+\delta_r)} .$$

The matrix itself gives $e^{2i\delta_1^0}(1-i\Gamma_1/D)+e^{2i\delta_2^0}(1-i\Gamma_2/D)$. Since $\Gamma=\Gamma_1+\Gamma_2$, the difference $D-i\Gamma_1$ is $\eta-i(\Gamma_1-\Gamma_2)/2$, and $D-i\Gamma_2$ is $\eta+i(\Gamma_1-\Gamma_2)/2$. Dividing both forms of the trace by $e^{i(\delta_1^0+\delta_2^0)}$ leads to

$$2\cos G\;e^{i\delta_r}=\frac{2\eta\cos\theta-(\Gamma_1-\Gamma_2)\sin\theta}{D} .$$

The minus sign arises from $i(e^{i\theta}-e^{-i\theta})=-2\sin\theta$. From $\delta_r=\pi-\arg D$ it follows that $D=-|D|e^{-i\delta_r}$, hence $\eta/|D|=-\cos\delta_r$ and $\Gamma/2|D|=\sin\delta_r$. The factor $e^{i\delta_r}$ cancels and

$$\cos G=\cos\theta\cos\delta_r+\frac{\Gamma_1-\Gamma_2}{\Gamma}\sin\theta\sin\delta_r . \tag{23}$$

Like (19), this relation holds at each energy with the parameters of that energy.

For constant parameters the right side is a sinusoid in $\delta_r$ with squared amplitude

$$\cos^2\theta+\frac{(\Gamma_1-\Gamma_2)^2}{\Gamma^2}\sin^2\theta=1-\frac{4\Gamma_1\Gamma_2}{\Gamma^2}\sin^2\theta ,$$

where $\Gamma^2-(\Gamma_1-\Gamma_2)^2=4\Gamma_1\Gamma_2$ was used. If $\Gamma_1\neq\Gamma_2$, the sinusoid has one extremum in $0<\delta_r<\pi$. There $\sin^2G$ equals one minus the squared amplitude. The smallest gap modulo $\pi$, taken between $0$ and $\pi/2$, is therefore given by

$$\sin G_{\min}=\frac{2\sqrt{\Gamma_1\Gamma_2}}{\Gamma}\sin\theta . \tag{24}$$

Setting the derivative of (23) to zero gives $\cot\delta_r=\Gamma\cot\theta/(\Gamma_1-\Gamma_2)$. With $\eta=-(\Gamma/2)\cot\delta_r$ and $E-E_r\simeq\eta/(1-\Delta')$, the position is

$$E-E_r=-\frac{\Gamma_r}{2}\,\frac{\Gamma}{\Gamma_1-\Gamma_2}\cot\theta . \tag{25}$$

For $\Gamma_1>\Gamma_2$ the extremum is a maximum of $\cos G$, and the lower eigenphase approaches the upper one from below. For $\Gamma_1<\Gamma_2$ it is a minimum of $\cos G$, and the upper eigenphase approaches the lower one increased by $\pi$. A program that searches for the gap must for this reason measure it modulo $\pi$.

The exceptions follow from the same formulas:

- If $\Gamma_2=0$ and $0<\theta<\pi$, eigenphase 2 stays at $\delta_2^0$ while the other is $\delta_1^0+\delta_r$. They cross where $\delta_r=\theta$. The same happens with the roles exchanged if $\Gamma_1=0$, at $\delta_r=\pi-\theta$ and modulo $\pi$.
- If $\theta$ tends to zero with both widths nonzero, one combination of the two channels decouples and stays at the common background phase. The other takes the whole $\delta_r$. They meet only in the far wings, where $\delta_r$ tends to $0$ or $\pi$.
- If $\Gamma_1=\Gamma_2$, equation (23) becomes $\cos G=\cos\theta\cos\delta_r$. The gap passes monotonically from $\theta$ to $\pi-\theta$, or stays constant for $\theta=\pi/2$. There is no crossing and no local closest approach either.

In the example the background eigenphases at $E_r$ are $1.6225$ and $2.5645$ rad, so $\theta=0.9420$ rad. The partial widths are $\Gamma_1=0.0052360$ eV and $\Gamma_2=0.0001921$ eV. The lower background eigenchannel thus carries about $96\%$ of the width. Equations (24) and (25) give

$$\sin G_{\min}=\frac{2\sqrt{0.0052360\times0.0001921}}{0.0054281}\,\sin0.9420=0.36953\times0.80874=0.29885,$$

$$G_{\min}=0.3035\ \mathrm{rad},\qquad \frac{E-E_r}{\Gamma_r}=-\frac12\,\frac{0.0054281}{0.0050439}\,\cot0.9420=-0.391 .$$

The diagonalized $S$ matrix has its smallest gap, $0.3017$ rad, at $-0.394\,\Gamma_r$. The gap prediction is high by $0.6\%$ of the computed value. This difference comes from freezing the parameters at $E_r$, since (23) with the parameters of each energy agrees with the diagonalization throughout the window to within the test tolerance of $10^{-6}$ in $\cos G$.

The course of the two phases is shown by a few values, in radians:

| $(E-E_r)/\Gamma_r$ | lower | upper |
|---:|---:|---:|
| $-20$ | 1.6732 | 2.5875 |
| $-1$ | 2.0664 | 2.5917 |
| $-0.5$ | 2.3269 | 2.6499 |
| $0$ | 2.5186 | 3.2391 |
| $1$ | 2.5502 | 4.3182 |
| $20$ | 2.5443 | 4.7253 |

At first the lower phase climbs and the upper one is nearly flat. Around $-0.4\,\Gamma_r$ they approach, and the upper phase takes over the climb while the lower one levels off near the upper background phase. The rises over the window are $0.8711$ and $2.1378$ rad. Neither is close to $\pi$, and their sum is the $3.0090$ rad found before. Between $5$ and $20$ widths above the resonance the lower phase falls slightly, from $2.5558$ to $2.5443$ rad. With constant parameters (21) would forbid this, so it reflects their energy dependence.

The eigenvector of the lower phase changes character as (22) requires. At the start of the window its weight on the lower background eigenchannel rounds to $1.0000$, and at the end its weight on the upper one does. At the grid energy nearest to the smallest gap, $-0.39\,\Gamma_r$ from $E_r$, the weights are $0.607$ and $0.393$. They can be estimated from the frozen parameters. There $\cot\delta_r=2(0.391)$ gives $\delta_r=0.907$ rad, and the lower phase is

$$\delta_-=\tfrac12(1.6225+2.5645+0.907-0.3035)=2.395\ \mathrm{rad} .$$

The squared components in (22) are then in the ratio

$$\frac{0.005236}{\sin^2(0.773)}:\frac{0.0001921}{\sin^2(0.169)}\simeq0.0107:0.0068,$$

or about $0.61$ to $0.39$. The closest approach is therefore not a point of equal mixing in this case.

If channel 1 is decoupled from both channel 2 and the discrete state, the computed gap falls to $2.5\times10^{-11}$ rad, which is a crossing within numerical accuracy. The smallness of a gap alone does not decide between a crossing and an avoided one. The partial widths and the continuity of the eigenvectors do.

For an implementation, $S$ can be obtained without first separating a background. On $0\le r\le a$ choose orthonormal functions $f_n$ with $f_n(0)=0$ and expand $u_j=\sum_nc_{jn}f_n$. Their values and slopes at $r=a$ must be left free. If all $f_n$ vanished there, the boundary term below would be lost, and if all had zero slope there, the expansion would converge slowly. Multiply the channel equation by $f_n$ and integrate the kinetic term by parts:

$$-\beta\int_0^af_nu_j''\,dr=\beta\int_0^af_n'u_j'\,dr-\beta f_n(a)u_j'(a).$$

Let $\bar H$ be the real symmetric matrix with kinetic elements $\beta\int f_n'f_m'dr$, the potentials, the discrete level $\varepsilon$ and its couplings $\int g_jf_n\,dr$. The boundary term is a source on the right side of $(\bar H-E)c=\beta f(a)u'(a)$. If $E_\lambda$ are the eigenvalues of $\bar H$ and $A_{j\lambda}$ the values of its eigenvectors at $r=a$ in channel $j$, then

$$u_j(a)=\sum_kR_{jk}u_k'(a),\qquad R_{jk}=\beta\sum_\lambda\frac{A_{j\lambda}A_{k\lambda}}{E_\lambda-E}. \tag{26}$$

Let $I$ and $O$ be diagonal matrices with elements $k_j^{-1/2}e^{-ik_ja}$ and $k_j^{-1/2}e^{ik_ja}$, and let $\kappa$ be the diagonal matrix of the $k_j$. The outer wave is $I-OS$ and its derivative is $-i\kappa(I+OS)$. Equation (26) therefore gives the linear system

$$(O-iR\kappa O)\,S=I+iR\kappa I . \tag{27}$$

One diagonalization serves all energies, real or complex, at which the chosen functions $f_n$ can represent the inner waves. At higher energies these waves oscillate faster and more functions are needed. The resonance pole of $S$ is a zero of the determinant of the matrix on the left, on the branch with $\mathrm{Re}\,k_j>0$ and $\mathrm{Im}\,k_j<0$.

For square wells the background quantities have closed forms, which provide a separate route to the same phases. Diagonalize the inner potential as $U=Q\,\mathrm{diag}(\mu_n)Q^T$, and put $q_n=\sqrt{(E-\mu_n)/\beta}$ and $h=Q^Tg$. In the rotated basis the regular waves are multiples of $\sin q_nr$, so $R^0=Q\,\mathrm{diag}(\tan(q_na)/q_n)\,Q^T$ in (27) yields $S^0$. If $B_{nk}$ are the coefficients of $\sin q_nr$ in $v_k$, fixed by the values $I-OS^0$ at $r=a$, equation (5) becomes

$$w_k=\mathcal N\sum_nh_nB_{nk}\frac{1-\cos q_na}{q_n},\qquad \mathcal N=\frac{i}{2\sqrt{\pi\beta}} .$$

The outgoing response to the discrete state has rotated components

$$\chi_n=C_n\sin q_nr+\frac{h_n}{\beta q_n^2}(1-\cos q_nr),$$

since the second term satisfies $\beta\chi_n''+\beta q_n^2\chi_n=h_n$ and vanishes at the origin. The constants $C_n$ follow from $\chi_j'(a)=ik_j\chi_j(a)$ in the physical channels. Integrating against $h_n$ gives

$$F=\sum_nh_n\left[C_n\frac{1-\cos q_na}{q_n}+\frac{h_n}{\beta q_n^2}\left(a-\frac{\sin q_na}{q_n}\right)\right].$$

The numerical check compares this route with (26) and (27).

The sum should be computed from the argument of $\det S$, which needs no matching of eigenvectors. For a step of $s$ widths the resonant phase in (12) changes most when the step is centred on $E_r$, so that $y$ runs from $-s$ to $s$. The change is then $2\arctan s$, about $2s$ rad for small steps, and the argument changes by twice this, $4\arctan s$. Unwrapping requires this change to stay below $\pi$, so $s$ must be below $1$ when the background changes slowly. Resolving an avoided crossing, or matching each eigenphase separately to its nearest predecessor, is more demanding, because the change per step should then be small compared with the smallest gap. In the example $s=0.01$ gives steps of at most about $0.02$ rad against a gap of $0.30$ rad. Under the conditions for (19) the cyclic order of the phases is preserved, and it is enough to sort them modulo $\pi$ and choose the cyclic shift nearest to the previous set, measured by the sum of the absolute changes. This does not need a step small against the gap. For constant parameters all phases rise, so the correct set lies at a distance $d$ equal to the rise of the sum in the step, while any other shift changes the sum by a further multiple of $\pi$ and lies at least $\pi-d$ away. The choice is right for $d<\pi/2$, the same condition as for unwrapping the sum.

The eigenvectors call for one precaution. Diagonalizing only the real part $X$ of $S$ is unsafe, because its eigenvalues $\cos2\delta_i$ coincide when $\delta_i+\delta_j$ is a multiple of $\pi$, even if the eigenphases are well separated. In a two-channel problem the sum sweeps through nearly $\pi$, so such a coincidence is likely to occur inside the resonance. Diagonalizing $S$ itself avoids it.

The single-resonance fit has definite limits. A second discrete state in the window makes the correction to $S^0$ generally of rank two, and one factor $D^*/D$ no longer describes the determinant. A threshold in the window changes the number of open channels, and the square root in $k_j$ spoils the smooth expansion used for (12). A broad resonance may satisfy (11) and still depart from a Breit-Wigner curve, since (14) grows with $\Gamma_rK$. In that case the energy-dependent $\Delta$ and $\Gamma$, or the complex pole, should be used in place of a forced fit to a rise of $\pi$.

## Values computed for the example and the checks

```
hbar^2/2m = 0.0380998 eV nm^2
well radius = 0.5 nm
thresholds = 0.0, 1.0 eV
inner potentials 11, 22, 12 = -5.0, -1.0, 0.2 eV
couplings 1, 2 = 0.3, 0.5 eV nm^-1/2
discrete state energy = 3.0 eV
shift Delta(E_r) = 0.046403 eV
E_r = 3.046403 eV = 4.88088e-19 J
Gamma(E_r) = 0.0054281 eV
1 - Delta'(E_r) = 1.019912
Gamma_r = 0.0053221 eV = 8.52698e-22 J
pole: real part = 3.046421 eV
pole: -2 x imaginary part = 0.0053217 eV
background eigenphases at E_r = 1.6225, 2.5645 rad
their difference theta = 0.9420 rad
partial widths at E_r = 0.0052360, 0.0001921 eV
columns: (E-E_r)/Gamma_r, lower, upper eigenphase (rad),
  resonant part of the sum (rad), Breit-Wigner (rad)
 -20.0   1.6732   2.5875   0.0328   0.0250
  -5.0   1.7305   2.5733   0.1066   0.0997
  -1.0   2.0664   2.5917   0.4691   0.4636
  -0.5   2.3269   2.6499   0.7888   0.7854
   0.0   2.5186   3.2391   1.5708   1.5708
   0.5   2.5433   4.0023   2.3596   2.3562
   1.0   2.5502   4.3182   2.6834   2.6779
   5.0   2.5558   4.6695   3.0484   3.0419
  20.0   2.5443   4.7253   3.1225   3.1166
window = +-20 Gamma_r
rise of lower eigenphase = 0.8711 rad
rise of upper eigenphase = 2.1378 rad
rise of eigenphase sum = 3.0090 rad
change of background sum = -0.0807 rad
rise of resonant part = 3.0897 rad
2 arctan(2n), n = 20: 3.0916 rad
pi = 3.1416 rad
largest error of exact sum law = 4.7e-11 rad
largest error of Breit-Wigner law = 0.00782 rad
half coupling: Gamma_r = 0.0014755 eV
half coupling: Breit-Wigner error = 0.00196 rad
smallest gap: computed = 0.3017 rad
smallest gap: predicted = 0.3035 rad
its (E-E_r)/Gamma_r: computed = -0.3940
its (E-E_r)/Gamma_r: predicted = -0.3914
smallest gap, channel 1 decoupled = 2.5e-11 rad
lower eigenphase, weights on lower and upper background eigenchannel:
  window start: 1.0000, 0.0000
  smallest gap: 0.6069, 0.3931
  window end: 0.0000, 1.0000
```
